\section*{Density and magnetization of a p1/2 spinor}

\section*{Problem}

An electron occupies a two-component spinor $\psi(\mathbf r)$ with $l=1$, $j=1/2$ and $j_z=+1/2$. Its radial function $R(r)$ is real, with $\int_0^\infty R^2r^2\,dr=1$. Angular momenta are in units of $\hbar$, $\mathbf n=\mathbf r/r$ has polar angles $\theta,\phi$, and $\alpha,\beta$ are the spin-up and spin-down spinors along $z$. The density and the magnetization are
\begin{equation}
\rho=\psi^\dagger\psi,\qquad \mathbf m=\psi^\dagger\boldsymbol\sigma\psi .
\end{equation}
Since $\mathbf S=\boldsymbol\sigma/2$, the field $\mathbf m$ is the spin density in units of $\hbar/2$. With $g=2$ the spin magnetic moment density is $-\mu_B\mathbf m$, because the electron charge is negative.

\begin{enumerate}
\item[(a)] Show that $\rho$ does not depend on direction.
\item[(b)] Find the vector field $\mathbf m(\mathbf r)$ and its length.
\item[(c)] Integrate $\mathbf m$ over space. How is the total spin related to $j_z$, and which regions determine its sign?
\item[(d)] Find $\langle L_z\rangle$ and the total magnetic moment.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The matrix $\boldsymbol\sigma\cdot\mathbf n$ is linear in $\mathbf n$ and is unchanged when space and spin are rotated together. Let it act on a constant spinor $\chi$ and find the value of $\mathbf L\cdot\mathbf S$.
\item What is the square of $\boldsymbol\sigma\cdot\mathbf n$?
\item For $\mathbf m$, move one factor $\boldsymbol\sigma\cdot\mathbf n$ through $\sigma_k$ with $\sigma_k\sigma_a+\sigma_a\sigma_k=2\delta_{ka}$.
\item For the integral, find the average of $n_in_j$ over all directions. Then ask where $m_z$ changes sign.
\end{enumerate}

\section*{Solution}

\subsection*{The spinor}

Repeated indices are summed. Consider
\begin{equation}
\psi=\frac{R(r)}{\sqrt{4\pi}}\,(\boldsymbol\sigma\cdot\mathbf n)\,\chi,\qquad \chi^\dagger\chi=1. \label{eq:psi}
\end{equation}
Its components are linear in $\mathbf n$, so $l=1$. To find $j$, write $L_k=-i\epsilon_{kpq}x_p\partial_q$. This operator gives zero on any function of $r$, and therefore
\begin{equation}
L_kn_a=-i\epsilon_{kpa}n_p=i\epsilon_{kab}n_b. \label{eq:Ln}
\end{equation}
The product rule $\sigma_k\sigma_a=\delta_{ka}+i\epsilon_{kac}\sigma_c$ and the identity $\epsilon_{kab}\epsilon_{kac}=2\delta_{bc}$ give $\epsilon_{kab}\sigma_k\sigma_a=2i\sigma_b$. Hence
\begin{align}
(\boldsymbol\sigma\cdot\mathbf L)(\boldsymbol\sigma\cdot\mathbf n)\chi
&=\sigma_k\sigma_a(L_kn_a)\chi
=i\,n_b\,\epsilon_{kab}\sigma_k\sigma_a\chi\nonumber\\
&=i\,n_b\,(2i\sigma_b)\chi=-2(\boldsymbol\sigma\cdot\mathbf n)\chi .
\end{align}
So $\mathbf L\cdot\mathbf S=\tfrac12\boldsymbol\sigma\cdot\mathbf L$ has the value $-1$, and
\begin{equation}
j(j+1)=l(l+1)+\tfrac34+2\,\mathbf L\cdot\mathbf S=2+\tfrac34-2=\tfrac34,
\end{equation}
which means $j=1/2$.

To find $j_z$, use \eqref{eq:Ln} in the form $[L_k,n_a]=i\epsilon_{kab}n_b$, together with $[S_k,\sigma_a]=i\epsilon_{kab}\sigma_b$:
\begin{equation}
[J_k,\boldsymbol\sigma\cdot\mathbf n]=i\epsilon_{kab}(n_b\sigma_a+n_a\sigma_b)=0. \label{eq:comm}
\end{equation}
The bracket is symmetric in $a,b$ while $\epsilon_{kab}$ is antisymmetric. Thus $J_z$ passes through $\boldsymbol\sigma\cdot\mathbf n$ and acts on $\chi$, where it reduces to $S_z$. The choice $\chi=\alpha$ gives $j_z=+1/2$. Coupling $l=1$ to spin $1/2$ produces a single $j=1/2$ doublet, so for given $R$ this is the required spinor up to a phase. Explicitly,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf n=\begin{pmatrix}\cos\theta&\sin\theta\,e^{-i\phi}\\ \sin\theta\,e^{i\phi}&-\cos\theta\end{pmatrix},
\qquad
\psi=\frac{R}{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix}. \label{eq:explicit}
\end{equation}

\subsection*{(a) Density}

In $(\boldsymbol\sigma\cdot\mathbf n)^2=n_an_b(\delta_{ab}+i\epsilon_{abc}\sigma_c)$ the antisymmetric part cancels against the symmetric product $n_an_b$, and $n_an_a=1$ remains. Since $\boldsymbol\sigma\cdot\mathbf n$ is Hermitian,
\begin{equation}
\rho=\frac{R^2}{4\pi}\chi^\dagger(\boldsymbol\sigma\cdot\mathbf n)^2\chi=\frac{R^2}{4\pi}.
\end{equation}
This is spherical. In components, the spin-up part supplies $\cos^2\theta$ and the spin-down part $\sin^2\theta$. Neither is spherical alone; their sum is.

\subsection*{(b) Magnetization}

The anticommutator gives $\sigma_k(\boldsymbol\sigma\cdot\mathbf n)=2n_k-(\boldsymbol\sigma\cdot\mathbf n)\sigma_k$. Multiplication from the left by $\boldsymbol\sigma\cdot\mathbf n$ yields
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf n)\sigma_k(\boldsymbol\sigma\cdot\mathbf n)=2n_k(\boldsymbol\sigma\cdot\mathbf n)-\sigma_k. \label{eq:sandwich}
\end{equation}
For $\chi=\alpha$ one has $\alpha^\dagger\boldsymbol\sigma\alpha=\mathbf e_z$ and $\alpha^\dagger(\boldsymbol\sigma\cdot\mathbf n)\alpha=\cos\theta$, so
\begin{equation}
\mathbf m=\rho\,(2\cos\theta\,\mathbf n-\mathbf e_z)
=\rho\begin{pmatrix}\sin2\theta\cos\phi\\ \sin2\theta\sin\phi\\ \cos2\theta\end{pmatrix}. \label{eq:m}
\end{equation}
The components follow from $2\cos\theta\sin\theta=\sin2\theta$ and $2\cos^2\theta-1=\cos2\theta$. Because $\sin^22\theta+\cos^22\theta=1$, the length is $|\mathbf m|=\rho$ at every point: the electron is fully spin-polarized locally, but the direction varies. The equality $|\mathbf m|=\rho$ is not special to $p_{1/2}$: for any single spinor with components $u,v$ one has $|\mathbf m|^2=4|u|^2|v|^2+(|u|^2-|v|^2)^2=\rho^2$. What belongs to this state is the pattern of directions. At polar angle $\theta$ the spin direction is obtained by rotating the $z$ axis through $2\theta$, in the plane of $\mathbf e_z$ and $\mathbf n$ and in the sense from $\mathbf e_z$ towards $\mathbf n$. The spin points up on the axis, lies horizontally at $45^\circ$ and $135^\circ$, and points down on the equator.

For numbers, take the model function $R=Nr\,e^{-\zeta r}$ with $\zeta=1.5\,a_0^{-1}$. Normalization requires $N^2\int_0^\infty r^4e^{-2\zeta r}dr=N^2\,4!/(2\zeta)^5=1$, so $N=\sqrt{3^5/24}=3.182\,a_0^{-5/2}$. At $r=1\,a_0$,
\begin{equation}
R=3.182\,e^{-1.5}=0.7100\,a_0^{-3/2},\qquad
\rho=\frac{0.7100^2}{4\pi}=0.0401\,a_0^{-3}.
\end{equation}
In the half-plane $\phi=0$, where $m_y=0$, the field at this radius is as follows.

\begin{center}
\begin{tabular}{rrrr}
$\theta$ & $\rho\ (a_0^{-3})$ & $m_x\ (a_0^{-3})$ & $m_z\ (a_0^{-3})$\\
$0^\circ$ & 0.0401 & 0.0000 & 0.0401\\
$30^\circ$ & 0.0401 & 0.0347 & 0.0201\\
$45^\circ$ & 0.0401 & 0.0401 & 0.0000\\
$60^\circ$ & 0.0401 & 0.0347 & $-0.0201$\\
$90^\circ$ & 0.0401 & 0.0000 & $-0.0401$
\end{tabular}
\end{center}

\subsection*{(c) Integrated spin}

By rotational symmetry $\int n_in_j\,d\Omega$ is proportional to $\delta_{ij}$. Its trace is $\int d\Omega=4\pi$, so it equals $(4\pi/3)\delta_{ij}$. With $\cos\theta\,n_i=n_zn_i$ in \eqref{eq:m},
\begin{equation}
\int\mathbf m\,d^3r=\int_0^\infty R^2r^2dr\;\frac1{4\pi}\left(2\cdot\frac{4\pi}{3}-4\pi\right)\mathbf e_z=-\frac13\,\mathbf e_z .
\end{equation}
Therefore
\begin{equation}
\langle\sigma_z\rangle=-\frac13,\qquad \langle S_z\rangle=-\frac16=-\frac13\,j_z .
\end{equation}
The factor one third thus has two readings: the integral of $\mathbf m$ has magnitude $1/3$ in units of $\hbar/2$, and the spin, $-\hbar/6$, is one third of $j_z\hbar$ with the opposite sign. The radial function enters through its norm alone, so the result does not depend on $\zeta$.

The sign comes from the competition between two regions. By \eqref{eq:m}, $m_z$ is positive in the polar caps $|\cos\theta|>1/\sqrt2$ and negative in the belt between them. Put $c=\cos\theta$. Because $\rho$ is spherical, the charge between $c$ and $c+dc$ is $dc/2$, and the two hemispheres contribute equally:
\begin{align}
M_{\rm caps}&=\int_{1/\sqrt2}^{1}(2c^2-1)\,dc
=\left[\tfrac23c^3-c\right]_{1/\sqrt2}^{1}\nonumber\\
&=-\frac13-\left(\frac{\sqrt2}{6}-\frac{\sqrt2}{2}\right)=\frac{\sqrt2-1}{3}=0.138,\\
M_{\rm belt}&=\int_0^{1/\sqrt2}(2c^2-1)\,dc=-\frac{\sqrt2}{3}=-0.471 .
\end{align}
The caps hold the fraction $1-1/\sqrt2=0.293$ of the charge, and the belt holds the remaining $0.707$. The belt is also the more strongly polarized region, with mean $m_z/\rho=-0.471/0.707=-0.667$ against $0.138/0.293=+0.471$ in the caps, so it wins on both counts.

This matters when the spinor enters a two-component self-consistent calculation. For this one electron, the integral of $|\mathbf m|$ is $1$, the integral of $|m_z|$ is $0.138+0.471=0.609$, and the magnitude of the integral of $m_z$ is $0.333$. A density functional that uses $|\mathbf m|$ as the local polarization receives a fully polarized density, whereas one that uses $m_z$ receives the polarization $|m_z|/\rho=|\cos2\theta|$, which is full only on the axis and on the equator and vanishes at $45^\circ$ and $135^\circ$. A small net spin is therefore no evidence of a small local one.

\subsection*{(d) Orbital part and magnetic moment}

In \eqref{eq:explicit} the upper component has $L_z=0$ and the lower one, through $e^{i\phi}$, has $L_z=1$. The weight of the lower component is the average of $\sin^2\theta$, which is $1-1/3=2/3$. Hence
\begin{equation}
\langle L_z\rangle=\frac23,\qquad \langle L_z\rangle+\langle S_z\rangle=\frac23-\frac16=\frac12=j_z .
\end{equation}
The orbital part exceeds $j_z$, and the opposed spin makes up the difference. With $g=2$ the moment along $z$ is
\begin{equation}
\mu_z=-\mu_B\left(\langle L_z\rangle+2\langle S_z\rangle\right)=-\mu_B\left(\frac23-\frac13\right)=-\frac13\,\mu_B .
\end{equation}
The spin contributes $+\mu_B/3$ and the orbital motion $-2\mu_B/3$. Written as $\mu_z=-g_J\,j_z\,\mu_B$, this gives $g_J=2/3$.

\subsection*{Conditions}

The derivation assumes a pure $p_{1/2}$ spinor. An axial ligand field along $z$ mixes it with the $p_{3/2}$ spinor of the same $j_z$. If the field lowers $p_z$ by much more than the spin--orbit splitting, the state approaches $p_z\alpha$, whose density varies as $\cos^2\theta$ and whose spin is $+1/2$; if it raises $p_z$ as strongly, the state approaches $\sin\theta\,e^{i\phi}\beta$, with density $\sin^2\theta$ and spin $-1/2$. The derivation also takes $\boldsymbol\sigma$ and $\mathbf r$ as the operators belonging to $\psi$. If $\psi$ results from a transformation of the four-component Dirac equation, these operators acquire picture-change corrections, which are left out here, as is the small component of the four-component spinor.

\section*{Variation 1: the Kramers partner and a tilted axis}

\textit{What changes for the time-reversed spinor, and for a superposition of the two?}

Time reversal is $\Theta=-i\sigma_yK$, where $K$ is complex conjugation. It reverses each $\sigma_k$, so $\Theta(\boldsymbol\sigma\cdot\mathbf n)\alpha=-(\boldsymbol\sigma\cdot\mathbf n)\Theta\alpha=-(\boldsymbol\sigma\cdot\mathbf n)\beta$. The partner has the form \eqref{eq:psi} with $\chi=-\beta$, and so every normalized superposition of the pair has this form with some normalized $\chi$. Let $\mathbf a=\chi^\dagger\boldsymbol\sigma\chi$, the unit vector along which $\chi$ points. The density is again $R^2/4\pi$, and \eqref{eq:sandwich} gives
\begin{equation}
\mathbf m=\rho\,[2\mathbf n(\mathbf n\cdot\mathbf a)-\mathbf a],\qquad \int\mathbf m\,d^3r=\left(\frac23-1\right)\mathbf a=-\frac{\mathbf a}{3}.
\end{equation}
By \eqref{eq:comm} and $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, $\langle\mathbf J\rangle=\chi^\dagger\mathbf S\chi=\mathbf a/2$, so the integrated spin is opposed to $\langle\mathbf J\rangle$ for any axis. A superposition with $\mathbf a=(-0.580,-0.801,0.149)$ gives the numerical integral $(0.193,0.267,-0.050)$, as it should.

The partner itself has $\mathbf a=-\mathbf e_z$ and hence the reversed field. If both spinors are occupied by one electron each, the fields cancel at every point, leaving $\mathbf m=0$ and $\rho=R^2/2\pi$. A superposition holding one electron does not show this cancellation: it turns the field without weakening it.

\section*{Variation 2: the $p_{3/2}$ spinor with the same $j_z$}

\textit{Are the spherical density and the reversed spin common to all $p$ spinors with $j_z=+1/2$?}

The $p$ functions with $j_z=1/2$ have the form $(A\cos\theta,\,B\sin\theta\,e^{i\phi})$. This space is two-dimensional and holds one state with $j=1/2$ and one with $j=3/2$. Orthogonality to \eqref{eq:explicit} requires $A/3+2B/3=0$, so $A=-2B$. Normalization, with $4/3+2/3=2$, then gives
\begin{equation}
\psi_{3/2}=\frac{R}{\sqrt{8\pi}}\begin{pmatrix}2\cos\theta\\-\sin\theta\,e^{i\phi}\end{pmatrix},\qquad
\rho_{3/2}=\frac{R^2}{8\pi}(4\cos^2\theta+\sin^2\theta)=\frac{R^2}{8\pi}(1+3\cos^2\theta).
\end{equation}
The density is four times larger at the pole than on the equator: $0.0802$ against $0.0201\,a_0^{-3}$ at $r=1\,a_0$ for the same $R$. The integrated spin is
\begin{equation}
\langle\sigma_z\rangle=\frac12\left(\frac43-\frac23\right)=+\frac13 ,
\end{equation}
of the same magnitude as before but parallel to $j_z$. The answer is no: the $p_{3/2}$ spinor has neither property. The two properties do not single out $j=1/2$, however. The spinor $(\cos\theta,\,-\sin\theta\,e^{i\phi})R/\sqrt{4\pi}$ differs from \eqref{eq:explicit} only in the sign of the lower component, so it has the same $\rho$ and the same $m_z$. Yet the overlap of the two is $1/3-2/3=-1/3$: its weight is $1/9$ in $j=1/2$ and $8/9$ in $j=3/2$.

The numerical check checks the results for the states of pure $j$ with spinors obtained by diagonalizing $\mathbf L\cdot\mathbf S$, without using the form \eqref{eq:psi}.

\section*{Computed results}
\begin{verbatim}
Slater exponent zeta = 1.50 a0^-1
radial normalization N = 3.18198 a0^-5/2
radius of the table r = 1.00 a0
R(r) at this radius = 0.71000 a0^-3/2
p1/2, j_z=+1/2, phi=0: theta (deg), rho, m_x, m_z (a0^-3)
     0  0.04011  -0.00000   0.04011
    30  0.04011   0.03474   0.02006
    45  0.04011   0.04011   0.00000
    60  0.04011   0.03474  -0.02006
    90  0.04011   0.00000  -0.04011
   135  0.04011  -0.04011  -0.00000
   180  0.04011  -0.00000   0.04011
largest pointwise error of rho formula = 4.2e-17 a0^-3
largest pointwise error of m formula = 3.5e-16 a0^-3
integrated density = 1.000000 electrons
integrated m_z = -0.333333 (units of hbar/2)
charge in polar caps = 0.292893 electrons
m_z from polar caps = 0.138071 (units of hbar/2)
m_z from equatorial belt = -0.471405 (units of hbar/2)
integral of |m_z| = 0.609476 (units of hbar/2)
integral of |m| = 1.000000 (units of hbar/2)
<S_z> = -0.166667 hbar
<L_z> = 0.666667 hbar
<J_z> = 0.500000 hbar
total magnetic moment, g=2: -0.333333 mu_B
largest |m| component, Kramers pair sum = 0.0e+00 a0^-3
tilted state, axis a = 2<J>/hbar: [-0.57998 -0.80081  0.14943]
tilted state, integrated m (hbar/2): [ 0.19333  0.26694 -0.04981]
p3/2, j_z=+1/2: rho at pole = 0.08023 a0^-3
p3/2, j_z=+1/2: rho at equator = 0.02006 a0^-3
p3/2, j_z=+1/2: integrated m_z = 0.333333 (hbar/2)
\end{verbatim}
